**Q.** I treat Epstein-Nesbet second order (EN2) as MP2 with better denominators. The numerators are the same squared matrix elements, the sum runs over the same double excitations, and MP2 for two molecules far apart is the sum of the two separate energies. EN2 should then be size consistent as well.

**A.** The numerators are shared, so the question lies in the denominators. I will use atomic units in the algebra, real orbitals, and integrals $(pq|rs)=\iint p(1)q(1)\,r_{12}^{-1}\,r(2)s(2)$. The reference $|0\rangle$ is one closed-shell RHF determinant, and the many-electron basis consists of determinants $|D\rangle$, not spin-adapted combinations. Split $H=H_0+V$ with $H_0$ diagonal in the determinants, so that the off-diagonal elements of $V$ are those of $H$. Second-order Rayleigh-Schrödinger theory gives

$$E^{(2)}=-\sum_{D\neq0}\frac{H_{0D}^2}{E^{(0)}_D-E^{(0)}_0}.$$

Møller-Plesset takes for $H_0$ the sum of Fock operators, so $E_D^{(0)}$ is a sum of orbital energies. Epstein-Nesbet takes $H_0=\sum_D|D\rangle H_{DD}\langle D|$, so the denominator is $H_{DD}-H_{00}$. The Fock operator depends on the occupied space and not on the orbitals chosen to span it. The diagonal of a matrix is defined relative to a basis, and a rotation of orbitals changes the determinant basis.

**Q.** That is a formal difference. I would want to see it in the denominator.

**A.** Let $n_p$ be the occupation of spin orbital $p$ and let $W_{pq}=J_{pq}-K_{pq}$ for equal spins and $W_{pq}=J_{pq}$ for opposite spins, with $J_{pq}=(pp|qq)$ and $K_{pq}=(pq|pq)$. Then $W_{pp}=0$, and the energy of a determinant is

$$E(n)=\sum_p h_{pp}n_p+\tfrac12\sum_{pq}W_{pq}n_pn_q .$$

Put $n=n^0+\delta$, with $n^0$ the reference occupations. The function is quadratic, so its expansion ends at second order. The linear terms collect into the orbital energy $\varepsilon_p=h_{pp}+\sum_qW_{pq}n^0_q$, and

$$H_{DD}-H_{00}=\sum_p\delta_p\varepsilon_p+\tfrac12\sum_{pq}\delta_p\delta_qW_{pq}.$$

The first sum is the MP denominator and the second is what EN adds. For the excitation $i\alpha,\,j\beta\to r\alpha,\,s\beta$ we have $\delta=-1$ on the two holes and $+1$ on the two particles. Each of the six pairs appears twice, which cancels the factor $\tfrac12$. The hole-hole and particle-particle pairs carry $+$, the four hole-particle pairs carry $-$, and the pairs $(i,r)$ and $(j,s)$ have equal spins:

$$\mathcal D=\varepsilon_r+\varepsilon_s-\varepsilon_i-\varepsilon_j+J_{ij}+J_{rs}-(J_{ir}-K_{ir})-(J_{js}-K_{js})-J_{is}-J_{jr}.$$

By the Slater-Condon rules the coupling of this determinant to $|0\rangle$ is $(ir|js)$, and for a double excitation with all four spins equal it is $(ir|js)-(is|jr)$. Singles do not couple, by Brillouin's theorem, and higher excitations do not couple because $H$ has at most two-electron terms.

**Q.** Take one H2 molecule in a minimal basis, then.

**A.** There is one occupied orbital $1=\sigma_g$, one virtual $2=\sigma_u$, and one double excitation, $i=j=1$, $r=s=2$, with coupling $K=(12|12)$. Its denominator is $2(\varepsilon_2-\varepsilon_1)+J_{11}+J_{22}-2(J_{12}-K)-2J_{12}$. Define

$$a=2(\varepsilon_2-\varepsilon_1),\qquad S=J_{11}+J_{22}-4J_{12}+2K,$$

so that $E_{\rm MP2}=-K^2/a$ and $E_{\rm EN2}=-K^2/(a+S)$. The singles have $u$ symmetry and decouple from both $g$ determinants, so full CI for the ground state is the $2\times2$ problem with diagonal elements $0$ and $a+S\equiv2\Delta$ and off-diagonal element $K$. Its secular equation $E(E-2\Delta)=K^2$ has the lower root $\Delta-\sqrt{\Delta^2+K^2}$.

For numbers I take RHF in the STO-3G basis at a chosen bond length of 0.74 Å. The Gaussian integrals give $\varepsilon_1=-15.7433$, $\varepsilon_2=18.2627$, $J_{11}=18.3610$, $J_{22}=18.9841$, $J_{12}=18.0605$ and $K=4.9310$ eV, with $K^2=24.3146$ eV². Then

$$a=2(18.2627+15.7433)=68.0120\ \text{eV},$$
$$S=18.3610+18.9841-4(18.0605)+2(4.9310)=-25.0349\ \text{eV},$$

and $a+S=42.977$ eV. The correlation energies are $-24.3146/68.0120=-0.3575$ eV for MP2, $-24.3146/42.977=-0.5658$ eV for EN2 and $-0.5585$ eV for full CI. The decimals are kept so that the arithmetic can be followed; they describe the model in this basis, not the real molecule. Additivity for two molecules requires $-0.7150$, $-1.1315$ and $-1.1170$ eV.

**Q.** EN2 is much nearer full CI, which is my reason for liking it. With two molecules A and B far apart, I excite a pair on A or a pair on B, each gives the monomer term, and the sum is twice the monomer.

**A.** The closeness to full CI has a specific reason in this example and is not guaranteed in general. With a single double excitation the full CI root $\Delta-\sqrt{\Delta^2+K^2}$ has the EN2 energy $-K^2/(2\Delta)$ as its leading term in $K/\Delta$, a ratio that is 0.23 here. When the bond is stretched $\Delta$ shrinks and the expansion fails even with this one double: at 2.0 Å the same model gives $-7.535$ eV for EN2, $-2.414$ eV for MP2 and $-4.486$ eV for full CI, so MP2 is the nearer. With several doubles coupled to one another EN2 also omits those couplings, and it need not be nearer than MP2. Your additivity argument is right for one choice of orbitals. Place the molecules parallel and side by side, with centres a distance $R$ apart along a line perpendicular to the bonds, and far enough that products such as $1_A(\mathbf r)2_B(\mathbf r)$, which decay exponentially with $R$, can be dropped. Suppose each orbital, occupied or virtual, is a monomer orbital on one molecule. The doubles fall into three classes.

If both electrons are excited within A, the coupling is the monomer integral. In the denominator the $J$ and $K$ are monomer integrals, and the orbital energies differ from the monomer values by the potential of the neutral molecule B, which vanishes as $R\to\infty$. If one electron is excited within A and one within B, the coupling is of the type $(1_A2_A|1_B2_B)$. The density $1_A2_A$ integrates to zero by orthogonality, so it carries no charge, its leading moment is a dipole $\mu$ along the bond, and two parallel dipoles side by side interact as $\mu^2/R^3$. If an electron is moved from one molecule to the other, each integral in the coupling contains a product of orbitals on different molecules and is dropped. The second and third classes have vanishing couplings, so they drop out as long as their denominators stay away from zero. None of this used the minimal basis, so with localized monomer orbitals and one closed-shell reference, EN2 is additive as $R\to\infty$. In the minimal basis two determinants survive, $D_A$ and $D_B$, and

$$E^{\rm loc}_{\rm EN2}=-\frac{2K^2}{a+S}=-1.1315\ \text{eV}=-0.041583\ \text{hartree}.$$

At finite $R$ the second class contributes the square of $\mu^2/R^3$, a dispersion term in $R^{-6}$. The denominator of $D_A$ also shifts. The change of density $2(2_A^2-1_A^2)$ has no charge and, by inversion symmetry, no dipole, and B has neither, so the leading interaction is between quadrupoles and goes as $R^{-5}$. One can evaluate the defining sum numerically with the true dimer integrals over all 36 determinants with two $\alpha$ and two $\beta$ electrons in four orbitals. The deviation from twice the monomer is $-1.54\times10^{-6}$ eV at 10 Å, $-3.02\times10^{-8}$ eV at 20 Å and $-5.0\times10^{-12}$ eV at 100 Å. The effective power between 10 and 20 Å is $-5.67$, between the two exponents.

**Q.** So I am right.

**A.** For those orbitals. They are not the symmetry-adapted Hartree-Fock orbitals of the dimer. The dimer has a mirror plane that exchanges A and B, and symmetry-adapted orbitals are even or odd under it, which at zero overlap means $1_\pm=(1_A\pm1_B)/\sqrt2$ and $2_\pm=(2_A\pm2_B)/\sqrt2$. An RHF calculation in $D_{2h}$ symmetry at 10 Å puts a Mulliken weight of 0.5000 of each orbital on A. As $R\to\infty$ the pair $1_A,1_B$ is degenerate, and so is $2_A,2_B$, so any rotation within each pair leaves the Fock matrix diagonal and the reference determinant unchanged. All these choices are equally good canonical orbitals, and it is worth treating them together. For $N$ identical molecules labelled $m$, write

$$i=\sum_mU_{im}1_m,\qquad r=\sum_mV_{rm}2_m,$$

with $U$ and $V$ real orthogonal matrices. Dropping products between different molecules gives $i\,r=\sum_mU_{im}V_{rm}1_m2_m$. In $(ir|js)$ the terms with the two densities on different molecules are the dipole terms of order $R^{-3}$, and the rest is

$$g_{irjs}=K\sum_mU_{im}V_{rm}U_{jm}V_{sm}.$$

This is symmetric under $r\leftrightarrow s$, so the equal-spin coupling $(ir|js)-(is|jr)$ is of order $R^{-3}$, and the opposite-spin determinants carry the energy at large $R$.

**Q.** Does MP2 survive that rotation?

**A.** The orbital energies are $\varepsilon_1$ and $\varepsilon_2$ up to the quadrupole potential of a neutral centrosymmetric neighbour, of order $R^{-3}$, so each double has the denominator $a$ in the limit. The numerators sum to

$$\sum_{irjs}g^2=K^2\sum_{mn}\Big(\sum_iU_{im}U_{in}\Big)\Big(\sum_rV_{rm}V_{rn}\Big)\Big(\sum_jU_{jm}U_{jn}\Big)\Big(\sum_sV_{sm}V_{sn}\Big)=NK^2,$$

because each bracket is $\delta_{mn}$ by orthogonality. Hence $E_{\rm MP2}=-NK^2/a$ for any $U$ and $V$. The proof needs a common denominator that can be taken outside the sum. In a larger basis the rotations mix degenerate copies of one monomer orbital, determinants that are mixed share an MP denominator, and the same sum rule applies group by group.

**Q.** The sum rule holds for the EN numerators too. What happens to the EN denominators?

**A.** Take two molecules. The density of orbital $i$ is $\sum_mU_{im}^2\,1_m^2$, so $J_{ij}=\sum_{mn}U_{im}^2U_{jn}^2(1_m1_m|1_n1_n)$. The terms $m=n$ give $J_{11}$ with weight $p_{ij}=\sum_mU_{im}^2U_{jm}^2$. The terms $m\ne n$ are interactions of two unit charges, $1/R+O(R^{-3})$, and their weight is $1-p_{ij}$ because all weights add to $(\sum_mU_{im}^2)(\sum_nU_{jn}^2)=1$. With $q_{rs}=\sum_mV_{rm}^2V_{sm}^2$ and $w_{ir}=\sum_mU_{im}^2V_{rm}^2$, the same reasoning gives

$$J_{ij}=p_{ij}J_{11}+\frac{1-p_{ij}}R,\quad J_{rs}=q_{rs}J_{22}+\frac{1-q_{rs}}R,\quad J_{ir}=w_{ir}J_{12}+\frac{1-w_{ir}}R,$$

and $K_{ir}=g_{irir}=w_{ir}K$, each up to $O(R^{-3})$. The exchange integral has no $1/R$ part because the density $1_m2_m$ carries no charge. Inserting these,

$$\mathcal D_{irjs}=a+p_{ij}J_{11}+q_{rs}J_{22}-(J_{12}-K)(w_{ir}+w_{js})-J_{12}(w_{is}+w_{jr})+\frac{c_{irjs}}R,$$
$$c_{irjs}=(1-p_{ij})+(1-q_{rs})-(1-w_{ir})-(1-w_{js})-(1-w_{is})-(1-w_{jr}).$$

With all four orbitals on A each weight is 1, so $\mathcal D=a+S$ and $c=0$, the localized result. For the orbitals $1_\pm,2_\pm$, give each orbital a sign $\sigma=\pm1$, so that $U_{iA}=1/\sqrt2$ and $U_{iB}=\sigma_i/\sqrt2$, and likewise for $V$. Each weight is $\tfrac14+\tfrac14=\tfrac12$ whatever the signs, which halves the four contributions that make up $S$, and $c=\tfrac12+\tfrac12-4\cdot\tfrac12=-1$. The coupling is

$$g=\tfrac K4\,(1+\sigma_i\sigma_r\sigma_j\sigma_s),$$

which is $K/2$ for the eight sign patterns with product $+1$ and zero for the other eight. Eight determinants with numerator $K^2/4$ and one common denominator give

$$E^{\rm deloc}_{\rm EN2}=-\frac{8\,(K/2)^2}{a+S/2-1/R}=-\frac{2K^2}{a+S/2-1/R}+O(R^{-3}).$$

**Q.** The numerator is $2K^2$ as before, but the shift is half of $S$.

**A.** At infinite separation the coupling is $4.9310/2=2.4655$ eV, the denominator is $68.0120-12.5175=55.4945$ eV, and

$$E^{\rm deloc}_{\rm EN2}=-\frac{2(24.3146)}{55.4945}=-0.8763\ \text{eV}=-0.032203\ \text{hartree}.$$

The departure from twice the monomer is

$$2K^2\left[\frac1{a+S}-\frac1{a+S/2}\right]=2K^2\,\frac{(a+S/2)-(a+S)}{(a+S)(a+S/2)}=-\frac{K^2S}{(a+S)(a+S/2)}.$$

It vanishes when $S=0$, which is the case where EN and MP coincide for the monomer. Here $S<0$ and both denominators are positive, so the departure is positive: $-0.8763+1.1315=0.2552$ eV, or 0.009379 hartree, which is 22.6% of twice the monomer EN2 energy. The reference determinant, its energy, MP2 ($-0.7150$ eV) and the Hamiltonian are the same as in the localized calculation. Full CI, obtained by diagonalizing the 36-determinant matrix at 100 Å in the delocalized orbitals, gives $-1.1170$ eV, twice the monomer value. Localized EN2 lies $0.0145$ eV below that full CI value and delocalized EN2 at infinite separation lies $0.2407$ eV above it.

Intermediate rotations give other values. Setting all integrals between the molecules to zero, which is the limit $R=\infty$, rotating both pairs by the same angle and summing over the determinants numerically gives:

| angle | EN2 (eV) |
|---|---|
| 0° | −1.1315 |
| 15° | −1.0169 |
| 30° | −0.8969 |
| 45° | −0.8763 |

Each row uses canonical orbitals of the same RHF determinant. The phrase "the EN2 energy of the separated dimer" has no single value until the orbitals are named.

**Q.** The term $-1/R$ troubles me more. Two neutral molecules have no Coulomb interaction.

**A.** It is spurious, and its origin is visible in $\tfrac12\sum_{pq}\delta_p\delta_qW_{pq}$. Each delocalized orbital has half a charge on each molecule, so the long-range part of any Coulomb integral between two of them is $2\cdot\tfrac12\cdot\tfrac12/R=1/(2R)$. If the double sum ran over all sixteen ordered pairs of the four spin orbitals with this value, it would be $\tfrac12(\sum_p\delta_p)^2/(2R)=0$, since the excitation conserves charge. The four terms $p=q$ are absent because $W_{pp}=0$, and they would have supplied $\tfrac12\cdot4/(2R)=1/R$. What remains is $-1/R$. With all four orbitals on A, no pair has a long-range part at all.

Expanding with $\mathcal D_\infty=a+S/2$,

$$E^{\rm deloc}_{\rm EN2}(R)-E^{\rm deloc}_{\rm EN2}(\infty)=-\frac{2K^2}{\mathcal D_\infty^2}\,\frac1R+O(R^{-2}).$$

The quantity $1/R$ is 1.4400 eV at 10 Å, that is 14.400 eV Å divided by $R$, so the coefficient is $-2(24.3146)(14.400)/55.4945^2=-0.2274$ eV Å. At 10 Å the closed formula gives $-2(24.3146)/(55.4945-1.4400)=-0.8996$ eV, and the numerical sum over determinants in the $D_{2h}$ RHF orbitals gives $-0.8996$ eV. The numerical tail is $-0.02329$ eV at 10 Å, $-0.01151$ eV at 20 Å and $-0.00228$ eV at 100 Å, with an effective power of $-1.02$ between the first two. In this model delocalized EN2 therefore produces an attraction between neutral molecules that at 10 Å is four orders of magnitude larger than the localized remainder of $-1.54\times10^{-6}$ eV.

**Q.** Where did the other half of $S$ go? The Hamiltonian cannot lose it under a rotation.

**A.** It moved off the diagonal. Write the delocalized determinant as $r_\alpha^\dagger i_\alpha\,s_\beta^\dagger j_\beta|0\rangle$ and expand each of the four operators in localized ones. This gives sixteen localized determinants, labelled by the molecule on which each operator acts, each with coefficient $\tfrac14$ times the product of the signs $\sigma$ of those operators that act on B. Two of the sixteen are $D_A$ and $D_B$. The others put a hole and a particle, or the two excitations, on different molecules, and they do not couple to $|0\rangle$ at large $R$, yet their energies enter $H_{DD}$.

Now form the normalized vector along $QH|0\rangle$, where $Q=1-|0\rangle\langle0|$. The eight couplings are equal, so $|v\rangle=8^{-1/2}\sum_{\rm even}|D\rangle$. The restriction to even patterns is the factor $\tfrac12(1+\sigma_i\sigma_r\sigma_j\sigma_s)$ in a sum over all sixteen patterns. A product of signs sums to zero unless each $\sigma$ appears to an even power. For the localized determinant with all operators on A the term $\tfrac12$ survives and gives $16/2=8$. With all operators on B the term $\tfrac12\sigma_i\sigma_r\sigma_j\sigma_s$ survives and again gives 8. For any mixed labelling both terms contain an unpaired sign and vanish. The two surviving coefficients are $8\cdot\tfrac14/\sqrt8=1/\sqrt2$, so

$$|v\rangle=\frac{|D_A\rangle+|D_B\rangle}{\sqrt2}.$$

The determinants $D_A$ and $D_B$ differ in four spin orbitals, so $\langle D_A|H|D_B\rangle=0$ and $\langle v|H|v\rangle-H_{00}=a+S$. In the delocalized basis the same quantity is the common diagonal value plus $\tfrac18\sum_{D\ne D'}H_{DD'}$, and therefore

$$\tfrac18\sum_{D\neq D'}H_{DD'}=(a+S)-\Big(a+\frac S2-\frac1R\Big)=\frac S2+\frac1R .$$

At infinity this is $42.9770-55.4945=-12.5175$ eV. The eight determinants are degenerate in the EN $H_0$ and coupled to one another by elements of $V$ that add up to as much as the diagonal shift EN keeps. Those elements first enter at third order, in the term $\sum_{D\ne D'}H_{0D}H_{DD'}H_{D'0}/\mathcal D^2$. At infinity this term is $2K^2(S/2)/\mathcal D_\infty^2=-0.198$ eV. The reference itself is not degenerate. The degeneracy lies among the intermediate states, and recombining them changes the second-order energy only because the EN $H_0$ is then redefined as the diagonal in the new basis. Using $|v\rangle$ as the single intermediate state, with $\langle0|H|v\rangle=8(K/2)/\sqrt8=\sqrt2K$, gives $-2K^2/(a+S)$, the additive value with no $1/R$ term. That a single contracted vector suffices is shown here for two identical minimal-basis monomers.

**Q.** Then localizing the occupied orbitals, as one does for bonds, should repair it.

**A.** Take $U=1$ and delocalized virtuals at $R=\infty$. The coupling $K\sum_mU_{im}U_{jm}V_{rm}V_{sm}$ vanishes unless $i$ and $j$ are on the same molecule, and then it is $\pm K/2$ for each of the four choices of $r,s$, which makes eight determinants again. The weights are $p=1$ and $q=w=\tfrac12$, so

$$\mathcal D=a+J_{11}+\tfrac12J_{22}-(J_{12}-K)-J_{12}=68.0120+18.3610+\tfrac12(18.9841)-2(18.0605)+4.9310=64.675\ \text{eV},$$

and $E=-2(24.3146)/64.675=-0.7519$ eV. This is farther from $-1.1315$ eV than the fully delocalized value. The repulsion $J_{11}$ between the holes is kept in full while the hole-particle attractions are halved. The additivity proof used localization of both spaces, and this case shows that the condition on the virtual space cannot be dropped.

**Q.** And with more molecules?

**A.** At $R=\infty$ the formula for $\mathcal D$ holds for any $N$ with the $1/R$ term removed. Let $N$ be a power of 2 and take $U=V$ equal to $N^{-1/2}$ times the Sylvester-Hadamard matrix, whose entries are $\pm1$, whose rows form a group under entrywise multiplication, and whose rows sum to zero apart from the row of ones. Each weight is $N\cdot N^{-2}=1/N$, so $\mathcal D=a+S/N$. The coupling is $K/N^2$ times the sum of the entries of the product of four rows, which is $K/N$ when the product is the row of ones and zero otherwise. Three rows can be chosen freely and the fourth is then fixed by the group property, so $N^3$ determinants couple and

$$\frac{E_{\rm EN2}}N=-\frac{N^3(K/N)^2}{N\,(a+S/N)}=-\frac{K^2}{a+S/N}.$$

The values are $-0.5658$, $-0.4381$ and $-0.3937$ eV for $N=1,2,4$, the last being $-24.3146/(68.0120-25.0349/4)$. As $N$ grows the energy per molecule tends to $-K^2/a=-0.3575$ eV, the MP2 value. In this model, with uniformly spread orbitals, the total becomes proportional to $N$ for large $N$, but the improvement over MP2 that you value, counted per molecule, shrinks to zero as $1/N$.

**Q.** A minimal basis has one virtual orbital per molecule. This may be an artefact of that.

**A.** In the 6-31G basis each molecule has four orbitals and the dimer has $28^2=784$ determinants. At 1000 Å, with the defining sums evaluated numerically over all of them, MP2 is $-0.9459$ eV for the dimer and for twice the monomer. Twice the monomer EN2 is $-1.3366$ eV, and the dimer in localized monomer orbitals gives $-1.3366$ eV. Replacing each of the four degenerate pairs by its $\pm$ combinations gives $-1.1077$ eV, which is 0.229 eV above twice the monomer. These numbers are not converged with respect to basis. The same construction gives errors of 0.303 eV in cc-pVDZ and 0.293 eV in cc-pVTZ. The absolute error stays between 0.2 and 0.3 eV, while its share of twice the monomer EN2 energy falls from about 23% in STO-3G to 17% in 6-31G and 13% in cc-pVTZ.

**Q.** Then my rule becomes: localize everything and EN2 is size consistent. My own use is the correction to a selected or small multireference CI vector.

**A.** The proof was for one reference determinant. For a CI vector $\Psi$ with energy $E$ in a reference space, the correction is $\sum_\alpha\langle\alpha|H|\Psi\rangle^2/(E-H_{\alpha\alpha})$ over determinants $\alpha$ outside that space. Grant the most favourable case: localized orbitals, $H=H_A+H_B$, and a dimer reference space that is the product of the monomer spaces. The lowest eigenvector is then $\Psi_A\Psi_B$ with energy $E_A+E_B$. Each factor holds an even number of electrons, so no reordering signs arise, and determinants with charge moved between molecules do not couple. Write $\Psi_B=\sum_Ic_I|I\rangle$. For an external determinant $|\alpha_AI_B\rangle$,

$$\langle\alpha I|H_A+H_B|\Psi_A\Psi_B\rangle=\langle\alpha|H_A|\Psi_A\rangle\,c_I+\langle\alpha|\Psi_A\rangle\langle I|H_B|\Psi_B\rangle=c_I\langle\alpha|H_A|\Psi_A\rangle,$$

because $\alpha$ is orthogonal to $\Psi_A$. A determinant external on both molecules has a vanishing overlap factor in both terms and does not couple. The diagonal element of $|\alpha I\rangle$ is $H_{\alpha\alpha}+H_{II}$, so the excitations on A contribute

$$-\sum_\alpha\sum_I\frac{c_I^2\,\langle\alpha|H_A|\Psi_A\rangle^2}{(H_{\alpha\alpha}-E_A)+(H_{II}-E_B)},$$

and those on B give the mirror term. If $H_{II}-E_B$ were zero, $\sum_Ic_I^2=1$ would return the monomer sum, and that is the single-reference case. Otherwise $H_{II}\ge E_B$, since $E_B$ is the lowest eigenvalue in a space containing $|I\rangle$. Provided $H_{\alpha\alpha}>E_A$, each denominator is at least the monomer one, and the dimer correction is smaller in magnitude than the sum of monomer corrections as soon as some $I$ with $c_I\neq0$ has $H_{II}>E_B$. The spectator molecule enters the denominator through the energy of one of its determinants rather than through its CI energy.

Take 6-31G and the reference space $\{1\sigma_g^2,1\sigma_u^2\}$ on each molecule, in RHF orbitals. Diagonalizing the $2\times2$ matrix gives weights $c_I^2=0.99506$ and $0.00494$, with $H_{II}-E=0.1534$ and $30.8945$ eV. Twice the monomer correction is $-1.08347$ eV, and the dimer at 1000 Å, with the four product determinants as reference, gives $-1.07887$ eV. The error is $+0.0046$ eV, about 0.4% of twice the monomer correction, with the sign derived above. It is small here because the determinant with the large shift has a weight below one per cent and the dominant one is shifted by a fraction of an eV; in cc-pVDZ it is 0.2%. It grows as the reference becomes more multiconfigurational. With the same reference space in 6-31G the error is 4.7% at a bond length of 1.5 Å and 12.7% at 2.5 Å, where the second weight is 0.08 and 0.34.

**Q.** So before I trust an EN2 dissociation energy I have to ask which orbitals and which reference were used at the separated end.

**A.** You also have to ask whether the fragment calculation used the same orbitals. The localized proof equates the dimer terms with monomer terms computed in those same fragment orbitals, and the EN denominators are built from the $J$ and $K$ integrals of the individual orbitals. The formulas and numbers above are for determinants as intermediate states, and a partition built on spin-adapted functions has a different diagonal and needs its own analysis.
